# Double groups of C2v and Oh and their fermion representations

## 1. The sign of a full turn

A rotation by $2\pi$ returns every point of space to its place but reverses the sign of a spinor. Call this rotation $R$. It commutes with every symmetry operation, and $R^2=E$. By Schur's lemma, an operation that commutes with a whole irreducible representation (irrep) acts in it as a number. Since the square of that number is 1,

$$
R=+1\quad\text{or}\quad R=-1 ,\qquad \chi(Rg)=\pm\chi(g).
\tag{1}
$$

This fixes the form of the extended character table. The irreps with $R=+1$ do not distinguish $g$ from $Rg$, so they are the irreps of the ordinary point group $G$. Those with $R=-1$ are new. They describe states of half-integer angular momentum and are called fermion irreps here.

The spin matrix of a rotation by $\theta$ about the unit vector $\mathbf n$ is

$$
u(\mathbf n,\theta)=e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}
=\cos\frac{\theta}{2}-i\sin\frac{\theta}{2}\;\mathbf n\cdot\boldsymbol\sigma .
\tag{2}
$$

Replacing $\theta$ by $\theta+2\pi$ reverses both terms, so $u\to-u$. Each operation of $G$ therefore has two lifts, $g$ and $Rg$, and the double group has $2|G|$ elements, where $|G|$ is the order of $G$.

Inversion $i$ is taken to leave spin unchanged, with $i^2=E$. A reflection is inversion times a rotation by $\pi$ about the mirror normal. Its square is that of the rotation, namely $R$.

These labels apply to one-electron states when spin–orbit coupling is present and the Hamiltonian is invariant under the joint action of $G$ on space and spin. A relativistic pseudopotential with separate channels for $j=l\pm\tfrac12$ is invariant under joint rotations about its atom, so it keeps the labels. In a crystal they apply at $\mathbf k=0$ if the point group there is $G$. A magnetization can remove some of the operations, and the smaller group must then be used.

## 2. How many fermion irreps there are

In the regular representation the group acts on its own elements by multiplication. An irrep of dimension $d$ occurs in it $d$ times. Multiplication by $R$ leaves no element in place, so the character at $R$ is zero:

$$
\sum_{\text{all irreps}} d\,\chi(R)=0 .
\tag{3}
$$

An ordinary irrep has $\chi(R)=d$ and a fermion irrep has $\chi(R)=-d$. Equation (3) therefore says that the two families have equal sums of $d^2$. The ordinary family gives $|G|$, hence

$$
\sum_{\text{fermion irreps}} d^2=|G| .
\tag{4}
$$

## 3. Classes of the double group

Conjugation by an operation with proper part $h$ rotates the axis and keeps the angle:

$$
u_h\,u(\mathbf n,\theta)\,u_h^{-1}=u(h\mathbf n,\theta).
\tag{5}
$$

This follows from (2) and $u_h(\mathbf n\cdot\boldsymbol\sigma)u_h^{-1}=(h\mathbf n)\cdot\boldsymbol\sigma$. Inversion commutes with everything and does not alter the rule.

The two lifts of a class of $G$ form either two classes or one. They form one if $g$ and $Rg$ are conjugate. Conjugate matrices have equal traces, so this requires

$$
2\cos\frac{\theta}{2}=-2\cos\frac{\theta}{2}
\quad\Longrightarrow\quad \theta=\pi .
\tag{6}
$$

At $\theta=\pi$ the matrix is $-i\,\mathbf n\cdot\boldsymbol\sigma$, and (5) turns it into its negative if and only if $h\mathbf n=-\mathbf n$. Thus $g$ and $Rg$ merge when the proper part of $g$ is a rotation by $\pi$ and the proper part of some group operation reverses its axis. In a fermion irrep a merged class satisfies $\chi(g)=\chi(Rg)=-\chi(g)$, so its character is zero.

The second condition matters. In the group $C_2$ alone no operation reverses the axis, and its double group has four elements in four classes.

## 4. The table of C2v

Let the twofold axis be $z$. The operations are $E$, $C_2$, $\sigma_{xz}$ and $\sigma_{yz}$. The normals of the mirrors are $y$ and $x$, so the spin matrices of the last three operations are

$$
C_2:\,-i\sigma_z,\qquad
\sigma_{xz}:\,-i\sigma_y,\qquad
\sigma_{yz}:\,-i\sigma_x .
\tag{7}
$$

A symbol $\sigma$ with two letters is a mirror, and one with a single letter is a Pauli matrix. A rotation by $\pi$ about any one of the three axes reverses the other two. All three pairs therefore merge, and the eight elements form five classes.

In the ordinary group all operations commute and square to $E$. Its irreps are one-dimensional, with characters $\pm1$. The signs of the two mirrors can be chosen freely, and their product is the sign of $C_2$. This gives four irreps, which exhaust $\sum d^2=4$.

For the fermion irreps, $\sigma_z\sigma_y=-\sigma_y\sigma_z$ gives

$$
C_2\,\sigma_{xz}=R\,\sigma_{xz}\,C_2 .
\tag{8}
$$

In a one-dimensional representation the operations are commuting numbers, so (8) would force $R=1$. No fermion irrep is one-dimensional. With $|G|=4$, equation (4) leaves a single irrep of dimension 2, called $E_{1/2}$. Its characters on the merged classes vanish.

| | $E$ | $R$ | $C_2$ | $\sigma_{xz}$ | $\sigma_{yz}$ |
|---|---|---|---|---|---|
| size | 1 | 1 | 2 | 2 | 2 |
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | 1 | −1 | 1 | −1 |
| $B_2$ | 1 | 1 | −1 | −1 | 1 |
| $E_{1/2}$ | 2 | −2 | 0 | 0 | 0 |

Each of the last three columns stands for an operation together with its product with $R$. Spatial symmetry alone makes every one-electron level at least twofold degenerate here, without appeal to time reversal.

## 5. The table of Oh

The group $O_h$ consists of the 24 rotations $O$ of a cube and their products with $i$. It is enough to treat $O$ first.

**Classes.** The rotations of $O$ are $E$, eight $C_3$ about body diagonals, three $C_2$ and six $C_4$ about the cube axes, and six $C_2'$ about face diagonals. The pairs for $E$, $C_3$ and $C_4$ stay separate by (6). The axis $z$ of a $C_2$ is reversed by a rotation by $\pi$ about $x$. The axis $(1,1,0)$ of a $C_2'$ is reversed by a rotation by $\pi$ about $z$. Both of these classes merge with their partners. The double group of $O$ has eight classes, with sizes

$$
1+1+8+8+6+6+6+12=48 .
\tag{9}
$$

**Ordinary irreps.** All of them follow from simple actions of the cube group.

- $A_1$ is the identity representation.
- $A_2$ is the sign of the permutation of the four body diagonals. A $C_3$ cycles three of them and a $C_2$ exchanges two pairs, which are even permutations. A $C_4$ cycles all four and a $C_2'$ exchanges one pair, which are odd.
- $E$ is the permutation of the three cube axes with $A_1$ removed. Its character is the number of axes kept, regardless of direction, minus 1. On $(E,C_3,C_2,C_4,C_2')$ this gives $(2,-1,2,0,0)$.
- $T_1$ is the vector representation, with character $1+2\cos\theta$, or $(3,0,-1,1,-1)$.
- $T_2=T_1\otimes A_2$ has characters $(3,0,-1,-1,1)$.

A representation is irreducible if its squared characters, summed over the group, equal the group order. For $E$ the sum is $4+8+3\cdot4=24$, and for $T_1$ it is $9+3+6+6=24$. Multiplication by the signs of $A_2$ does not change the sum, so $T_2$ is irreducible too. The squared dimensions $1+1+4+9+9=24$ show that the list is complete.

**Fermion irreps.** The spin matrix (2) is itself a representation. Its trace and two products with ordinary irreps give

$$
\chi_{\Gamma_6}=2\cos\frac{\theta}{2},\qquad
\Gamma_7=\Gamma_6\otimes A_2,\qquad
\Gamma_8=\Gamma_6\otimes E .
\tag{10}
$$

The trace of $\Gamma_6$ is $2$ for $E$, $1$ for $C_3$, $\sqrt2$ for $C_4$, and zero for both kinds of $\pi$ rotation. Over the 48 elements the squared characters sum to

$$
\Gamma_6,\Gamma_7:\;4+4+8+8+6\cdot2+6\cdot2=48,
$$
$$
\Gamma_8:\;16+16+8+8=48 .
\tag{11}
$$

All three are irreducible. $\Gamma_6$ and $\Gamma_7$ differ in sign on $C_4$ and are inequivalent. Their squared dimensions, $4+4+16=24$, satisfy (4), so no other fermion irrep exists.

| | $E$ | $R$ | $C_3$ | $RC_3$ | $C_2$ | $C_4$ | $RC_4$ | $C_2'$ |
|---|---|---|---|---|---|---|---|---|
| size | 1 | 1 | 8 | 8 | 6 | 6 | 6 | 12 |
| $A_1$ | 1 | 1 | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | 1 | 1 | −1 | −1 | −1 |
| $E$ | 2 | 2 | −1 | −1 | 2 | 0 | 0 | 0 |
| $T_1$ | 3 | 3 | 0 | 0 | −1 | 1 | 1 | −1 |
| $T_2$ | 3 | 3 | 0 | 0 | −1 | −1 | −1 | 1 |
| $\Gamma_6$ | 2 | −2 | 1 | −1 | 0 | $\sqrt2$ | $-\sqrt2$ | 0 |
| $\Gamma_7$ | 2 | −2 | 1 | −1 | 0 | $-\sqrt2$ | $\sqrt2$ | 0 |
| $\Gamma_8$ | 4 | −4 | −1 | 1 | 0 | 0 | 0 | 0 |

**Adding inversion.** Since $i$ commutes with everything and $i^2=E$, it acts as $+1$ or $-1$ in each irrep. Every row thus gives an even irrep $g$ and an odd irrep $u$, with

$$
\chi_g(ig)=\chi_g(g),\qquad \chi_u(ig)=-\chi_u(g).
\tag{12}
$$

In the arguments of (12), $g$ is a group element; as a subscript it denotes even parity. The double group of $O_h$ has 96 elements, 16 classes and 16 irreps. Six are fermion irreps, and their squared dimensions sum to $2\cdot24=48=|O_h|$.

## 6. Reducing j = 1/2, 3/2 and 5/2

The trace of a rotation does not depend on the direction of its axis, so take the axis along $z$. The states $|j,m\rangle$ then acquire phases $e^{-im\theta}$, and

$$
\chi_j(\theta)=\sum_{m=-j}^{j}e^{-im\theta}.
\tag{13}
$$

Multiply by $2i\sin(\theta/2)=e^{i\theta/2}-e^{-i\theta/2}$. Neighbouring terms cancel, and the two ends remain:

$$
2i\sin\frac{\theta}{2}\,\chi_j
=\sum_{m=-j}^{j}\left[e^{-i(m-1/2)\theta}-e^{-i(m+1/2)\theta}\right]
$$
$$
=e^{i(j+1/2)\theta}-e^{-i(j+1/2)\theta}
=2i\sin\left[(j+\tfrac12)\theta\right].
$$

Therefore

$$
\chi_j(\theta)=\frac{\sin[(2j+1)\theta/2]}{\sin(\theta/2)} .
\tag{14}
$$

At $\theta=0$ the sum (13) gives $2j+1$. At $\theta=2\pi$ every phase is $-1$ for half-integer $j$, which gives $-(2j+1)$. At the angles of the cube group:

| $j$ | $0$ | $120^\circ$ | $180^\circ$ | $90^\circ$ |
|---|---|---|---|---|
| 1/2 | 2 | 1 | 0 | $\sqrt2$ |
| 3/2 | 4 | −1 | 0 | 0 |
| 5/2 | 6 | 0 | 0 | $-\sqrt2$ |

Character orthogonality gives the number of times $n_\Gamma$ that $\Gamma$ occurs in $j$. The elements $g$ and $Rg$ contribute equally, since both characters change sign. One lift of each rotation is therefore enough, with 24 as the divisor. The $\pi$ rotations contribute nothing:

$$
n_\Gamma=\frac{1}{24}\left[\chi_\Gamma(E)\chi_j(0)
+8\,\chi_\Gamma(C_3)\chi_j(120^\circ)
+6\,\chi_\Gamma(C_4)\chi_j(90^\circ)\right].
\tag{15}
$$

For $j=\tfrac12$, the characters are those of $\Gamma_6$. For $j=\tfrac32$, they are those of $\Gamma_8$. For $j=\tfrac52$, equation (15) gives

$$
n_{\Gamma_6}=\frac{12-12}{24}=0,\quad
n_{\Gamma_7}=\frac{12+12}{24}=1,\quad
n_{\Gamma_8}=\frac{24}{24}=1 .
$$

Hence, in the cube group,

$$
\tfrac12\to\Gamma_6,\qquad
\tfrac32\to\Gamma_8,\qquad
\tfrac52\to\Gamma_7+\Gamma_8 .
\tag{16}
$$

The value of $j$ does not fix the parity. A shell of orbital momentum $l$ has parity $(-1)^l$, so $s_{1/2}$ is $\Gamma_{6g}$ and $p_{1/2}$ is $\Gamma_{6u}$. Likewise $p_{3/2}$ is $\Gamma_{8u}$, $d_{3/2}$ is $\Gamma_{8g}$, $d_{5/2}$ is $\Gamma_{7g}+\Gamma_{8g}$, and $f_{5/2}$ is $\Gamma_{7u}+\Gamma_{8u}$. For a four-component Dirac spinor, $l$ is that of the large component.

In $C_{2v}$ only $E$ and $R$ contribute, because the other characters of $E_{1/2}$ vanish:

$$
n_{E_{1/2}}=\frac{2(2j+1)+(-2)\left[-(2j+1)\right]}{8}=j+\tfrac12 .
\tag{17}
$$

The three values of $j$ give one, two and three copies of $E_{1/2}$, whatever the parity. The same count applies when the symmetry is lowered from $O_h$ to $C_{2v}$. A fermion irrep of dimension $d$ becomes $d/2$ copies of $E_{1/2}$. Thus $\Gamma_6$ and $\Gamma_7$ remain doublets, while $\Gamma_8$ may split into two.

## 7. A d shell with spin–orbit coupling

Consider one electron in a model $d$ shell. The orbital characters from (14) with $l=2$ are $(5,-1,1,-1,1)$ on $(E,C_3,C_2,C_4,C_2')$, which is $E+T_2$. A cubic field therefore separates the shell into $e_g$ and $t_{2g}$ orbitals. Let their energies be $3\Delta/5$ and $-2\Delta/5$, so that the mean over the five orbitals is zero. Add the spin–orbit term $\zeta\,\mathbf l\cdot\mathbf s$.

With spin included, $E\otimes\Gamma_6=\Gamma_8$ by (10). The product $T_2\otimes\Gamma_6$ has the characters found for $j=\tfrac52$, so it is $\Gamma_7+\Gamma_8$. The whole shell contains $\Gamma_7$ once and $\Gamma_8$ twice, all even.

**The Γ7 level.** The single $\Gamma_7$ belongs wholly to $t_{2g}$ and wholly to $d_{5/2}$. From

$$
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]
\tag{18}
$$

the value of $\mathbf l\cdot\mathbf s$ is $1$ in $d_{5/2}$ and $-\tfrac32$ in $d_{3/2}$. Therefore

$$
E_7=-\tfrac25\Delta+\zeta .
\tag{19}
$$

**The Γ8 levels.** By Schur's lemma, the two $\Gamma_8$ sets, one from $t_{2g}$ and one from $e_g$, are coupled by the same $2\times2$ matrix for each of their four partners. Three facts determine the matrix of $\mathbf l\cdot\mathbf s$.

1. Its trace over $t_{2g}$ with spin is zero, because each spin component is traceless. The $\Gamma_7$ doublet contributes $2$, so the diagonal element $x$ obeys $2+4x=0$, or $x=-\tfrac12$.
2. Its trace over $e_g$ with spin is also zero, so that diagonal element is $0$.
3. Its eigenvalues must be $1$ and $-\tfrac32$, since $d_{5/2}$ and $d_{3/2}$ each contain one $\Gamma_8$. The determinant gives $-c^2=-\tfrac32$ for the coupling $c$, which a choice of phase makes positive.

The Hamiltonian matrix is then

$$
H_8=\begin{pmatrix}
-\tfrac25\Delta-\tfrac12\zeta & \sqrt{\tfrac32}\,\zeta\\[2pt]
\sqrt{\tfrac32}\,\zeta & \tfrac35\Delta
\end{pmatrix}.
\tag{20}
$$

Its trace is $\Delta/5-\zeta/2$, the difference of its diagonal elements is $\Delta+\zeta/2$, and four times the squared coupling is $6\zeta^2$. Hence

$$
E_{8\pm}=\frac12\left[\frac{\Delta}{5}-\frac{\zeta}{2}
\pm\sqrt{\left(\Delta+\frac{\zeta}{2}\right)^2+6\zeta^2}\right].
\tag{21}
$$

For $\Delta=0$ and $\zeta>0$ the root is $5\zeta/2$, and the levels return to $-3\zeta/2$ and $\zeta$. The upper one then coincides with $\Gamma_7$, restoring the sixfold $d_{5/2}$ level. For $0<\zeta\ll\Delta$, the $t_{2g}$ set splits by $3\zeta/2$ to first order in $\zeta$.

**Numbers.** Take $\Delta=0.100$ and $\zeta=0.020$ hartree. Equation (19) gives $E_7=-0.040+0.020=-0.020$ hartree. In (21) the trace is $0.010$ hartree and the root is $\sqrt{0.0121+0.0024}=0.1204$ hartree, so

$$
E_{8-}=-0.0552,\qquad E_{8+}=0.0652\ \text{hartree}.
\tag{22}
$$

The gap from the lower $\Gamma_8$ to $\Gamma_7$ is $0.0352$ hartree, or $0.958$ eV. From $\Gamma_7$ to the upper $\Gamma_8$ it is $0.0852$ hartree, or $2.319$ eV. The first gap exceeds $3\zeta/2=0.030$ hartree because the off-diagonal element of (20) pushes the lower $\Gamma_8$ below its diagonal energy of $-0.050$ hartree.

The $e_g$ weight of the lower $\Gamma_8$ follows from the eigenvector of (20):

$$
w_e=\frac12\left[1-\frac{\Delta+\zeta/2}{\sqrt{(\Delta+\zeta/2)^2+6\zeta^2}}\right]=0.043 .
\tag{23}
$$

This level has a $d_{5/2}$ weight of $0.209$, and the upper $\Gamma_8$ has $0.791$. In a cubic field $j$ is thus not a good label for these levels, although $\Gamma_8$ is. The $\Gamma_7$ level keeps $j=\tfrac52$ because this one-shell model has no second $\Gamma_7$ to mix with it.

**Lower symmetry.** Now add $\delta(L_x^2-L_y^2)$ with $\delta=0.004$ hartree, where $L_x$ and $L_y$ are the orbital angular momentum components. A quarter turn about $z$ reverses this term, so cubic symmetry is lost, while the operations of $C_{2v}$ leave it unchanged. By (17), the ten states form five copies of $E_{1/2}$. Diagonalization gives doublets at

$$
-0.0636,\;-0.0494,\;-0.0175,\;0.0517,\;0.0788\ \text{hartree}.
\tag{24}
$$

The lower $\Gamma_8$ has split by $0.0142$ hartree and the upper one by $0.0271$ hartree. $\Gamma_7$ has moved from $-0.0200$ to $-0.0175$ hartree without splitting.

This shift has no first-order part in $\delta$. The distortion belongs to the irrep $E$, since the squares of the three angular momentum components are permuted like the cube axes and $L_x^2-L_y^2$ has no invariant part. The operators acting within $\Gamma_7$ transform as $\Gamma_7\otimes\Gamma_7$, with characters $(4,1,0,2,0)$, which is $A_1+T_1$. It contains no $E$, so the distortion has no matrix elements inside the doublet.

Within a single $l$ shell an odd potential has no matrix elements, so this model field also keeps inversion symmetry. A polar $C_{2v}$ field would mix the $d$ shell with shells of odd $l$. The levels would still belong to $E_{1/2}$, but the parity label would be lost.

The numerical check checks the character tables, the reductions and the levels (19) and (21) numerically, starting from explicit matrices.

## Values computed for the example and the checks

```
C2 double group: 4 elements, 4 classes
C2v double group: 8 elements, 5 classes
Oh double group: 96 elements, 16 classes
C2v sum of squared fermion dimensions: 4
Oh sum of squared fermion dimensions: 48
C2v characters (dimensionless), computed from class products
class       E      R     C2   s_xz   s_yz
size        1      1      2      2      2
A1      1.000  1.000  1.000  1.000  1.000
A2      1.000  1.000  1.000 -1.000 -1.000
B1      1.000  1.000 -1.000  1.000 -1.000
B2      1.000  1.000 -1.000 -1.000  1.000
E1/2    2.000 -2.000  0.000  0.000  0.000
Oh characters on proper classes; times i: same for g, minus for u
class       E      R     C3    RC3     C2     C4    RC4    C2'
size        1      1      8      8      6      6      6     12
A1      1.000  1.000  1.000  1.000  1.000  1.000  1.000  1.000
A2      1.000  1.000  1.000  1.000  1.000 -1.000 -1.000 -1.000
E       2.000  2.000 -1.000 -1.000  2.000  0.000  0.000  0.000
T1      3.000  3.000  0.000  0.000 -1.000  1.000  1.000 -1.000
T2      3.000  3.000  0.000  0.000 -1.000 -1.000 -1.000  1.000
G6      2.000 -2.000  1.000 -1.000  0.000  1.414 -1.414  0.000
G7      2.000 -2.000  1.000 -1.000  0.000 -1.414  1.414  0.000
G8      4.000 -4.000 -1.000  1.000  0.000  0.000  0.000  0.000
Character of j at rotation angles 0, 120, 180, 90 degrees
j = 0.5:   2.000  1.000  0.000  1.414
j = 1.5:   4.000 -1.000  0.000  0.000
j = 2.5:   6.000  0.000  0.000 -1.414
s1/2: Oh G6g; C2v 1 x E1/2; Oh degeneracies [2]
p1/2: Oh G6u; C2v 1 x E1/2; Oh degeneracies [2]
p3/2: Oh G8u; C2v 2 x E1/2; Oh degeneracies [4]
d3/2: Oh G8g; C2v 2 x E1/2; Oh degeneracies [4]
d5/2: Oh G7g + G8g; C2v 3 x E1/2; Oh degeneracies [2, 4]
f5/2: Oh G7u + G8u; C2v 3 x E1/2; Oh degeneracies [2, 4]
Copies of E1/2 on restriction to C2v: G6g 1, G7g 1, G8g 2
Delta = 0.100, zeta = 0.020, delta = 0.004 hartree
G8g: E = -0.055208 hartree, degeneracy 4, d5/2 weight 0.2093, e_g weight 0.0432
G7g: E = -0.020000 hartree, degeneracy 2, d5/2 weight 1.0000, e_g weight -0.0000
G8g: E = 0.065208 hartree, degeneracy 4, d5/2 weight 0.7907, e_g weight 0.9568
Gap lower G8g to G7g: 0.035208 hartree = 0.9581 eV
Gap G7g to upper G8g: 0.085208 hartree = 2.3186 eV
Distorted shell, E1/2 doublets (hartree): -0.063579, -0.049400, -0.017522, 0.051701, 0.078799
Splitting of lower G8g by distortion: 0.014179 hartree
Splitting of upper G8g by distortion: 0.027098 hartree
```
